# Forces and periodic virial from neighbour-vector derivatives of local energies: verification in Python

```python
"""Forces and periodic virial of an energy that is a sum of local atomic terms.

Result under test, for E = sum_i U_i({d}), d = r_j + n.h - r_i, g = dU_i/dd:
  force   F_k  = sum(g, centre k) - sum(g, neighbour k)
  virial  W_ab = -dE/d(strain_ab) = -sum(g_a d_b), self-images included.
h: cell vectors as rows; n: integer image label; r: Cartesian positions.
Model: U_i = sum(phi)/2 - B sqrt(rho) + C tr(T T),
       rho = sum(psi), T = sum(psi d d^T),
       phi = A exp(-p d) f, psi = exp(-q d) f, f = (1 - d^2/RC^2)^3.
Hartree atomic units throughout.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants

A, P_EXP, B, Q_EXP, C, RC = 4.0, 1.2, 0.2, 0.6, 0.001, 9.0
STEP = 1e-4


def neighbours(cell, pos):
    """All (centre, neighbour, image label, vector) entries inside RC."""
    inverse = np.linalg.inv(cell)
    spread = np.ptp(pos @ inverse, axis=0)
    reach = np.ceil(RC * np.linalg.norm(inverse, axis=0) + spread).astype(int)
    images = np.array(list(itertools.product(
        *[range(-m, m + 1) for m in reach])))
    vec = (pos[None, :, None, :] - pos[:, None, None, :]
           + (images @ cell)[None, None, :, :])
    dist = np.linalg.norm(vec, axis=-1)
    i, j, m = np.nonzero((dist > 1e-8) & (dist < RC))
    return i, j, images[m], vec[i, j, m]


def radial(dist):
    """phi, phi', psi, psi' with the smooth cutoff."""
    u = 1 - (dist / RC)**2
    f, df = u**3, -6 * dist / RC**2 * u**2
    ephi, epsi = A * np.exp(-P_EXP * dist), np.exp(-Q_EXP * dist)
    return (ephi * f, ephi * (df - P_EXP * f),
            epsi * f, epsi * (df - Q_EXP * f))


def environment(i, vec, natoms):
    phi, _, psi, _ = radial(np.linalg.norm(vec, axis=1))
    rho = np.bincount(i, psi, natoms)
    tensor = np.zeros((natoms, 3, 3))
    np.add.at(tensor, i, psi[:, None, None] * vec[:, :, None] * vec[:, None, :])
    return phi, rho, tensor


def local_energies(i, vec, natoms, b=B, c=C):
    phi, rho, tensor = environment(i, vec, natoms)
    return (0.5 * np.bincount(i, phi, natoms) - b * np.sqrt(rho)
            + c * np.einsum('iab,iab->i', tensor, tensor))


def gradients(i, vec, natoms, b=B, c=C):
    """Derivative of each local energy with respect to each neighbour vector."""
    dist = np.linalg.norm(vec, axis=1)
    _, dphi, psi, dpsi = radial(dist)
    _, rho, tensor = environment(i, vec, natoms)
    tvec = np.einsum('mab,mb->ma', tensor[i], vec)
    along = (0.5 * dphi - b * dpsi / (2 * np.sqrt(rho[i]))
             + 2 * c * dpsi * np.sum(vec * tvec, axis=1))
    return along[:, None] * vec / dist[:, None] + 4 * c * psi[:, None] * tvec


def force_parts(i, j, g, natoms):
    own, reaction = np.zeros((natoms, 3)), np.zeros((natoms, 3))
    np.add.at(own, i, g)
    np.add.at(reaction, j, -g)
    return own, reaction


def energy(cell, pos):
    i, _, _, vec = neighbours(cell, pos)
    return local_energies(i, vec, len(pos)).sum()


def slope(func, h=STEP):
    """Four-point central difference at zero."""
    return (8 * (func(h) - func(-h)) - func(2 * h) + func(-2 * h)) / (12 * h)


def difference_table(func, shape):
    """Derivative of func(array) at the zero array, element by element."""
    out = np.zeros(shape)
    for index in np.ndindex(*shape):
        unit = np.zeros(shape)
        unit[index] = 1.0
        out[index] = slope(lambda t: func(t * unit))
    return out


def row(values, digits=6):
    return ' '.join(f'{x + 0.0:.{digits}f}' for x in values)


cell = np.array([[6.0, 0.0, 0.0], [0.6, 6.2, 0.0], [0.4, -0.5, 6.4]])
pos = np.array([[0.3, 0.2, 0.1], [3.5, 3.0, 0.6], [3.0, 0.4, 3.6]])
nat = len(pos)
volume = abs(np.linalg.det(cell))
heights = 1 / np.linalg.norm(np.linalg.inv(cell), axis=0)
i, j, n, d = neighbours(cell, pos)
selfim = i == j
g = gradients(i, d, nat)
e_tot = local_energies(i, d, nat).sum()
own, reaction = force_parts(i, j, g, nat)
force = own + reaction
virial = -g.T @ d
virial_self = -g[selfim].T @ d[selfim]

# Gradient with respect to single, independently varied neighbour vectors
err_g = 0.0
for m in range(0, len(d), 7):
    def moved(x, m=m):
        trial = d.copy()
        trial[m] += x
        return local_energies(i, trial, nat).sum()
    err_g = max(err_g, np.abs(difference_table(moved, (3,)) - g[m]).max())
assert err_g < 1e-8

# Forces and all nine strain derivatives from the total energy
force_fd = -difference_table(lambda x: energy(cell, pos + x), (nat, 3))
err_f = np.abs(force - force_fd).max()
assert err_f < 1e-8
assert np.abs(force.sum(axis=0)).max() < 1e-12
assert np.abs(own - force_fd).max() > 1e-5
assert np.abs(2 * own - force_fd).max() > 1e-5


def strained(eps):
    m = (np.eye(3) + eps).T
    return energy(cell @ m, pos @ m)


virial_fd = -difference_table(strained, (3, 3))
err_w = np.abs(virial - virial_fd).max()
assert err_w < 1e-8
assert np.abs(virial - virial_self - virial_fd).max() > 1e-4

# Rotational invariance: torques cancel per centre, not per neighbour
torque = np.cross(d, g)
torque_sum = np.zeros((nat, 3))
np.add.at(torque_sum, i, torque)
assert np.abs(torque_sum).max() < 1e-12
assert np.abs(virial - virial.T).max() < 1e-12
assert np.abs(torque).max() > 1e-6

# Cell derivatives at fixed Cartesian and at fixed fractional positions
cell_fd = difference_table(lambda x: energy(cell + x, pos), (3, 3))
assert np.abs(n.T @ g - cell_fd).max() < 1e-8
frac = pos @ np.linalg.inv(cell)
frac_fd = difference_table(lambda x: energy(cell + x, frac @ (cell + x)), (3, 3))
assert np.abs((frac[j] + n - frac[i]).T @ g - frac_fd).max() < 1e-8
position_part = force.T @ pos
lattice_part = -cell_fd.T @ cell
assert np.abs(position_part + lattice_part - virial).max() < 1e-7

# Another periodic copy of atom 2 represents the same crystal
pos_b = pos.copy()
pos_b[1] += cell[0]
ib, jb, nb, db = neighbours(cell, pos_b)
gb = gradients(ib, db, nat)
force_b = sum(force_parts(ib, jb, gb, nat))
assert np.abs(force_b - force).max() < 1e-12
assert np.abs(-gb.T @ db - virial).max() < 1e-11
position_part_b = force_b.T @ pos_b
assert np.abs(position_part_b - position_part).max() > 1e-5

# Supercell wide enough for one image per pair and no self-images
rep = 4
assert rep * heights.min() > 2 * RC
copies = np.array(list(itertools.product(range(rep), repeat=3)))
big_pos = ((copies @ cell)[:, None, :] + pos[None, :, :]).reshape(-1, 3)
big_cell = rep * cell
big_frac = big_pos @ np.linalg.inv(big_cell)
delta = big_frac[None, :, :] - big_frac[:, None, :]
big_vec = (delta - np.round(delta)) @ big_cell
big_dist = np.linalg.norm(big_vec, axis=-1)
bi, bj = np.nonzero((big_dist < RC) & ~np.eye(len(big_pos), dtype=bool))
bd = big_vec[bi, bj]
bg = gradients(bi, bd, len(big_pos))
big_energy = local_energies(bi, bd, len(big_pos)).sum() / rep**3
big_force = sum(force_parts(bi, bj, bg, len(big_pos)))
big_virial = -bg.T @ bd / rep**3
assert abs(big_energy - e_tot) < 1e-11
assert np.abs(big_force.reshape(-1, nat, 3) - force).max() < 1e-11
assert np.abs(big_virial - virial).max() < 1e-10

# Deleting self-images from the energy: harmless to pair forces only
keep = ~selfim
cut_g = gradients(i[keep], d[keep], nat)
cut_force = sum(force_parts(i[keep], j[keep], cut_g, nat))
assert np.abs(cut_force - force).max() > 1e-5
pair_all = sum(force_parts(i, j, gradients(i, d, nat, 0, 0), nat))
pair_cut = sum(force_parts(i[keep], j[keep],
                           gradients(i[keep], d[keep], nat, 0, 0), nat))
assert np.abs(pair_all - pair_cut).max() < 1e-12

# One-atom simple cubic cell, a neighbour shell exactly at the cutoff
edge = 4.5
one = np.zeros((1, 3))
ci, cj, cn, cd = neighbours(edge * np.eye(3), one)
cg = gradients(ci, cd, 1)
c_energy = local_energies(ci, cd, 1).sum()
c_rho = environment(ci, cd, 1)[1][0]
c_virial = -cg.T @ cd
c_force = sum(force_parts(ci, cj, cg, 1))
c_pressure = np.trace(c_virial) / (3 * edge**3)
c_pressure_fd = -slope(
    lambda v: energy(np.cbrt(edge**3 + v) * np.eye(3), one), 0.01)
assert np.all(ci == cj) and np.abs(c_force).max() < 1e-12
assert abs(c_pressure - c_pressure_fd) < 1e-10
assert abs(c_pressure) > 1e-7

to_gpa = (physical_constants['Hartree energy'][0]
          / physical_constants['Bohr radius'][0]**3 / 1e9)
pressure = np.trace(virial) / (3 * volume)
plus = np.flatnonzero(selfim & (i == 0) & np.all(n == [1, 0, 0], axis=1))[0]
minus = np.flatnonzero(selfim & (i == 0) & np.all(n == [-1, 0, 0], axis=1))[0]

print(f'A = {A} hartree, p = {P_EXP} /bohr, B = {B} hartree')
print(f'q = {Q_EXP} /bohr, C = {C} hartree/bohr^4, cutoff = {RC} bohr')
for k in range(3):
    print(f'cell vector {k + 1} (bohr): {row(cell[k], 1)}')
for k in range(nat):
    print(f'atom {k + 1} position (bohr): {row(pos[k], 1)}')
print(f'cell heights (bohr): {row(heights, 4)}')
print(f'cell volume: {volume:.3f} bohr^3')
print('neighbours of atoms 1,2,3:', *np.bincount(i, minlength=nat))
print('of which self-images:', *np.bincount(i[selfim], minlength=nat))
print(f'energy per cell: {e_tot:.8f} hartree')
for k in range(nat):
    print(f'F{k + 1} (hartree/bohr): {row(force[k])}')
print(f'F1 own-term part (hartree/bohr): {row(own[0])}')
print(f'F1 reaction part (hartree/bohr): {row(reaction[0])}')
print(f'F1, self-images deleted (hartree/bohr): {row(cut_force[0])}')
for k in range(3):
    print(f'virial row {"xyz"[k]} (hartree): {row(virial[k])}')
for k in range(3):
    print(f'self-image virial row {"xyz"[k]} (hartree): {row(virial_self[k])}')
print(f'trace W: {np.trace(virial):.6f} hartree')
print(f'trace W from self-images: {np.trace(virial_self):.6f} hartree')
print(f'pressure: {pressure:.6e} hartree/bohr^3 = {pressure * to_gpa:.4f} GPa')
print(f'atom 1, image +1 0 0: g (hartree/bohr) {row(g[plus])}')
print(f'atom 1, image -1 0 0: g (hartree/bohr) {row(g[minus])}')
print(f'their sum in W_xx: '
      f'{-(g[plus, 0] * d[plus, 0] + g[minus, 0] * d[minus, 0]):.6f} hartree')
print(f'largest single |d x g| component: {np.abs(torque).max():.3e} hartree')
print(f'trace of sum F r: {np.trace(position_part):.6f} hartree')
print(f'same, atom 2 moved by cell vector 1: '
      f'{np.trace(position_part_b):.6f} hartree')
print(f'trace of lattice part: {np.trace(lattice_part):.6f} hartree')
print(f'difference step: {STEP:.0e} (bohr, or strain)')
print(f'max error of g: {err_g:.1e} hartree/bohr')
print(f'max error of forces: {err_f:.1e} hartree/bohr')
print(f'max error of virial: {err_w:.1e} hartree')
print(f'supercell: {rep} x {rep} x {rep}, {len(big_pos)} atoms')
print(f'supercell energy per small cell: {big_energy:.8f} hartree')
print(f'supercell trace W per small cell: {np.trace(big_virial):.6f} hartree')
print(f'cubic one-atom cell: edge {edge} bohr, {len(cd)} self-images')
print(f'cubic rho: {c_rho:.6f}, energy: {c_energy:.8f} hartree')
print(f'cubic trace W: {np.trace(c_virial):.6f} hartree')
print(f'cubic pressure, virial: {c_pressure:.8e} hartree/bohr^3')
print(f'cubic pressure, -dE/dV: {c_pressure_fd:.8e} hartree/bohr^3')
print(f'cubic pressure: {c_pressure * to_gpa:.4f} GPa')
print('verified')
```

Running it gives:

```
A = 4.0 hartree, p = 1.2 /bohr, B = 0.2 hartree
q = 0.6 /bohr, C = 0.001 hartree/bohr^4, cutoff = 9.0 bohr
cell vector 1 (bohr): 6.0 0.0 0.0
cell vector 2 (bohr): 0.6 6.2 0.0
cell vector 3 (bohr): 0.4 -0.5 6.4
atom 1 position (bohr): 0.3 0.2 0.1
atom 2 position (bohr): 3.5 3.0 0.6
atom 3 position (bohr): 3.0 0.4 3.6
cell heights (bohr): 5.9576 6.1812 6.4000
cell volume: 238.080 bohr^3
neighbours of atoms 1,2,3: 37 36 37
of which self-images: 12 12 12
energy per cell: -0.15686526 hartree
F1 (hartree/bohr): -0.010982 -0.011925 0.007381
F2 (hartree/bohr): 0.002969 0.018294 0.001481
F3 (hartree/bohr): 0.008013 -0.006369 -0.008862
F1 own-term part (hartree/bohr): -0.004962 -0.006171 0.003955
F1 reaction part (hartree/bohr): -0.006020 -0.005754 0.003426
F1, self-images deleted (hartree/bohr): -0.010810 -0.011563 0.007426
virial row x (hartree): 0.113388 -0.002947 -0.021233
virial row y (hartree): -0.002947 0.109779 -0.008707
virial row z (hartree): -0.021233 -0.008707 0.137374
self-image virial row x (hartree): 0.000661 -0.000350 0.000037
self-image virial row y (hartree): -0.000333 -0.000018 0.000012
self-image virial row z (hartree): 0.000085 0.000065 0.001380
trace W: 0.360542 hartree
trace W from self-images: 0.002024 hartree
pressure: 5.047906e-04 hartree/bohr^3 = 14.8515 GPa
atom 1, image +1 0 0: g (hartree/bohr) -0.000250 -0.000010 -0.000012
atom 1, image -1 0 0: g (hartree/bohr) 0.000250 0.000010 0.000012
their sum in W_xx: 0.003000 hartree
largest single |d x g| component: 1.972e-03 hartree
trace of sum F r: 0.050809 hartree
same, atom 2 moved by cell vector 1: 0.068622 hartree
trace of lattice part: 0.309732 hartree
difference step: 1e-04 (bohr, or strain)
max error of g: 2.6e-13 hartree/bohr
max error of forces: 4.2e-13 hartree/bohr
max error of virial: 5.4e-13 hartree
supercell: 4 x 4 x 4, 192 atoms
supercell energy per small cell: -0.15686526 hartree
supercell trace W per small cell: 0.360542 hartree
cubic one-atom cell: edge 4.5 bohr, 26 self-images
cubic rho: 0.204223, energy: -0.05820787 hartree
cubic trace W: 0.003715 hartree
cubic pressure, virial: 1.35909418e-05 hartree/bohr^3
cubic pressure, -dE/dV: 1.35909418e-05 hartree/bohr^3
cubic pressure: 0.3999 GPa
verified
```
